# Exponential doping: exact neutrality, built-in field and their conditions

A semiconductor is doped with donors of density

$$N(x)=N_0e^{-x/\lambda},\qquad \lambda>0,\qquad -\infty<x<\infty .$$

All donors are ionized, holes are neglected, and the electrons form a classical, non-degenerate gas in equilibrium with density $n(x)$. The algebra uses atomic units ($e=\hbar=m_e=4\pi\epsilon_0=1$). The temperature $T$ is an energy, $\epsilon$ is the dielectric constant, $\phi$ is the electrostatic potential and $E=-\phi'$ is the field. Donor charge is smeared out, so the problem is one-dimensional and the potential is a mean field:

$$\phi''=-\frac{4\pi}{\epsilon}\,(N-n).\tag{1}$$

## (a) Is there a solution with no space charge, and what is its field?

**Solution.** An electron has charge $-1$ and potential energy $-\phi$. In equilibrium the electrochemical potential $T\ln n-\phi$ is constant. With the zero of $\phi$ placed where $n=N_0$,

$$n=N_0e^{\phi/T}.\tag{2}$$

Neutrality, $n=N$, requires $e^{\phi/T}=e^{-x/\lambda}$, so

$$\phi=-\frac{Tx}{\lambda},\qquad E=-\phi'=\frac{T}{\lambda}.\tag{3}$$

This must also satisfy (1). The left side is zero because $\phi$ is linear, and the right side is zero because $n=N$. The neutral state is therefore an exact solution for any ratio of $\lambda$ to the screening length. In ordinary units $E=kT/(e\lambda)$.

The field points toward lighter doping. It pushes each electron toward the dense side with force $-T/\lambda$. The pressure $nT$ pushes the other way with force per electron $-(nT)'/n=T/\lambda$, and the two cancel at every point. The band edge is a straight tilted line under a level Fermi energy. For acceptors and holes the field changes sign.

## (b) Which other profiles are neutral, and how large is the charge in a slowly varying one?

**Solution.** If $n=N$ for some profile $N(x)$, then (2) gives $\phi=T\ln(N/N_0)$, and (1) with zero charge gives $(\ln N)''=0$. Hence $\ln N$ is linear. Within this model, exponential profiles, with uniform doping as the case $\lambda\to\infty$, are the only exactly neutral ones.

For any other profile write $n=Ne^{w}$, so that $\phi=T\ln(N/N_0)+Tw$. Equation (1) becomes

$$T(\ln N)''+Tw''=\frac{4\pi N}{\epsilon}\,(e^w-1).$$

Define the local screening length by $L^2=\epsilon T/(4\pi N)$ and divide by $4\pi N/\epsilon$:

$$\frac nN-1=e^w-1=L^2\left[(\ln N)''+w''\right].$$

If the profile varies over a length $\ell\gg L$, then $w\sim L^2/\ell^2$ and $w''\sim L^2/\ell^4$, which is smaller than $(\ln N)''\sim1/\ell^2$ by $L^2/\ell^2$. To leading order

$$\frac nN-1\approx L^2(\ln N)''.\tag{4}$$

For a Gaussian of standard deviation $\sigma$ this is $-L^2/\sigma^2$: electrons are missing at the peak. It is the curvature of $\ln N$, not its slope, that produces charge.

## (c) Is the neutral state the only solution on the infinite line?

**Solution.** Not without a condition at the ends. Measure the departure from (3) by

$$u=\frac{\phi}{T}+\frac{x}{\lambda},\qquad n=N_0e^{u-x/\lambda}=Ne^u .$$

The linear term has no second derivative, so $u''=\phi''/T=(4\pi/\epsilon T)(n-N)$, or

$$u''=\frac{e^u-1}{L(x)^2},\qquad L(x)=L_0e^{x/2\lambda},\qquad L_0^2=\frac{\epsilon T}{4\pi N_0}.\tag{5}$$

Impose the condition $u/x\to0$ as $x\to\pm\infty$: the potential may depart from $-Tx/\lambda$, but by less than linear growth.

Suppose $u(x_0)>0$ at some point, and first let $u'(x_0)\ge0$. By (5), $u''>0$ wherever $u>0$. Moving right from $x_0$, the slope increases, so $u$ stays positive and the slope goes on increasing. At $x_0+1$ it has some value $s>0$, and from there on $u'\ge s$. Then $u$ grows at least linearly, against the condition. If instead $u'(x_0)\le0$, the same argument applies moving left. So $u$ is nowhere positive.

If $u(x_0)<0$, use $v=-u$, for which $v''=(1-e^{-v})/L^2>0$ wherever $v>0$. The same argument excludes it. Therefore $u=0$ everywhere, and the neutral state is unique under the stated condition.

The condition carries physical content. A uniform field in a neutral medium has its sources at infinity, and the profile alone does not say what they are.

## (d) What do the charged solutions look like?

**Solution.** For $|u|\ll1$, equation (5) becomes $u''=u/L^2$. Take the new variable

$$z=\frac{2\lambda}{L(x)}=\frac{2\lambda}{L_0}e^{-x/2\lambda},\qquad \frac{dz}{dx}=-\frac{z}{2\lambda}.$$

Each $x$-derivative is $-(z/2\lambda)\,d/dz$, and $1/L^2=z^2/4\lambda^2$. Hence

$$\frac{1}{4\lambda^2}\,z\frac{d}{dz}\!\left(z\frac{du}{dz}\right)=\frac{z^2}{4\lambda^2}\,u ,$$

which is the modified Bessel equation of order zero, with solutions $K_0(z)$ and $I_0(z)$.

Toward dense doping $z\to\infty$. There $I_0$ grows roughly as $e^z$ and $K_0$ falls roughly as $e^{-z}$, so a departure that vanishes on the dense side is $u=CK_0(z)$. Toward light doping $z\to0$ and $K_0(z)\approx-\ln(z/2)-\gamma$, with $\gamma$ Euler's constant, so

$$u\approx C\left[\frac{x}{2\lambda}-\ln\frac{\lambda}{L_0}-\gamma\right],\qquad E=T\left(\frac1\lambda-u'\right)\to\frac T\lambda\left(1-\frac C2\right).$$

The linear growth is an extra uniform field in the tail, which the condition of part (c) forbids. The formula for $u$ needs $|u|\ll1$, which fails far out. A constant slope $b$ survives there for $b<1/\lambda$, because the source in (5) is then at most of order $e^{(b-1/\lambda)x}$ or $e^{-x/\lambda}$ and dies away. Its value is close to $C/2\lambda$ only for $|C|\ll1$; for larger $|C|$ the charged region is itself nonlinear.

The charge behind the extra field is proportional to $u''=Cz^2K_0(z)/4\lambda^2$. This vanishes at both ends and is concentrated where $z$ is of order one, that is, where $L$ is comparable with $\lambda$.

## (e) What remains when the profile is cut, with no field outside?

**Solution.** Let the doping occupy $0<x<W$, with $\phi'=0$ at both ends. Then $u'=1/\lambda$ at each end, so the neutral state cannot hold there. Where $L\ll\lambda$, the departures decay over about one local screening length. Near the dense end, for example, treating $L$ as the constant $L_0$ gives

$$u\approx-\frac{L_0}{\lambda}e^{-x/L_0},\qquad \frac{E}{T/\lambda}=1-\lambda u'\approx1-e^{-x/L_0}.\tag{6}$$

A slab that is many screening lengths thick, with $L\ll\lambda$ throughout, thus has very nearly the field $T/\lambda$ inside. Integrating (1) from the dense end to an interior point gives the charge per area that starts this field:

$$\int_0^{x}(N-n)\,dx'=-\frac{\epsilon}{4\pi}\left[\phi'(x)-0\right]=\frac{\epsilon T}{4\pi\lambda}=N_0\frac{L_0^2}{\lambda}.\tag{7}$$

An equal negative charge at the light end stops it.

**A very long tail.** Now let $W\to\infty$ with zero field at the far end. Far out the donors are negligible beside the electrons, as the result will confirm. With $y=\phi/T$, (1) and (2) give $y''=e^y/L_0^2$. Multiplying by $y'$ and integrating,

$$\tfrac12y'^2=\frac{e^y}{L_0^2},$$

where the constant is zero because field and density both vanish at infinity. The density falls with $x$, so $y'=-\sqrt2\,e^{y/2}/L_0$, and

$$\left(e^{-y/2}\right)'=-\tfrac12y'e^{-y/2}=\frac{1}{\sqrt2L_0}
\quad\Rightarrow\quad n=\frac{2N_0L_0^2}{(x+a)^2},\qquad E=-Ty'=\frac{2T}{x+a},\tag{8}$$

with $a$ a constant. This $n$ falls more slowly than the exponential $N$, which confirms the assumption. The field no longer equals $T/\lambda$; it fades to zero. Lengthening the tail under this end condition does not lead to the uniform state. That state needs the far end held at field $T/\lambda$.

## (f) Does quantum motion along $x$ spoil the result?

**Solution.** In the field (3) an electron of mass $m$ along $x$ has potential energy $Fx$ with $F=T/\lambda$. Its states obey $\psi''=2m(Fx-\mathcal E)\psi$. Since $\mathrm{Ai}''(t)=t\,\mathrm{Ai}(t)$, they are

$$\psi_{\mathcal E}\propto\mathrm{Ai}(t),\qquad t=\alpha\left(x-\frac{\mathcal E}{F}\right),\qquad \alpha^3=2mF .$$

Changing $\mathcal E$ merely shifts the state, so all have the same normalization. With Boltzmann weights and $\mathcal E=Fx-Ft/\alpha$,

$$n\propto\int d\mathcal E\,e^{-\mathcal E/T}\mathrm{Ai}^2(t)=\frac F\alpha\,e^{-x/\lambda}\,G(p),\qquad G(p)=\int_{-\infty}^{\infty}\mathrm{Ai}^2(t)\,e^{pt}dt,\quad p=\frac{F}{\alpha T}=\frac1{\alpha\lambda}.$$

All dependence on $x$ is in $e^{-x/\lambda}$. The density is still exactly exponential, and the neutral state survives with the same field.

To find the constant, let $q=\mathrm{Ai}^2$. Then $q''=2\mathrm{Ai}'^2+2tq$ and $q'''=4tq'+2q$. Multiply by $e^{pt}$ and integrate by parts; the end terms vanish for $p>0$. The three terms give $-p^3G$, $4\,d(-pG)/dp=-4G-4pG'$ and $2G$, so

$$-p^3G=-4G-4pG'+2G\quad\Rightarrow\quad\frac{G'}{G}=\frac{p^2}{4}-\frac1{2p}\quad\Rightarrow\quad G\propto p^{-1/2}e^{p^3/12}.$$

Normalized per unit energy, the states have $|\psi_{\mathcal E}|^2=(\alpha^2/F)\,\mathrm{Ai}^2(t)$, so the density is proportional to $\alpha\,G(p)\,e^{-x/\lambda}$. Since $\alpha p^{-1/2}=\alpha^{3/2}\lambda^{1/2}=\sqrt{2mT}$ does not depend on $\lambda$, this part is the same as in the classical limit $p\to0$, where the exponential $e^{p^3/12}$ tends to one. Quantum motion therefore multiplies the density by

$$e^{p^3/12}=\exp\!\left(\frac{1}{24\,mT\lambda^2}\right),\qquad p^3=\frac{1}{2mF\lambda^3}=\frac1{2mT\lambda^2}.$$

A constant factor shifts the zero of $\phi$ and leaves $E$ unchanged. Silicon's valleys have different masses along $x$, but each contributes the same exponential with its own constant, so their sum is exponential too.

## (g) Find the numbers for a graded transistor base

Take the n-type base of a silicon pnp transistor, with rough values: 300 K, $N_0=2\times10^{18}$ cm$^{-3}$, $\lambda=40$ nm, width 120 nm and $\epsilon=11.7$.

**Solution.** With $kT=0.02585$ eV,

$$E=\frac{0.02585\ \mathrm V}{40\ \mathrm{nm}}=0.00646\ \mathrm{MV/cm}\quad(6.46\times10^{-5}\ \mathrm{V/Å}).$$

Over three decay lengths the potential drops by $3kT/e=0.0776$ V, and the doping falls by $e^{3}$ to $1.0\times10^{17}$ cm$^{-3}$. The screening length rises by $e^{1.5}$, from 2.89 nm to 13.0 nm.

To see the effect of the ends, (1) and (2) were solved for the isolated slab of part (e), by finite differences and Newton iteration from a flat potential. At mid-slab the field is 0.9987 of $kT/(e\lambda)$ and $n/N-1$ is $1.9\times10^{-4}$. The field is within 10 % of $kT/(e\lambda)$ from 6.9 nm to 94 nm. The first figure is close to the estimate from (6), $L_0\ln10=6.7$ nm. The wider layer at the light end reflects the longer screening length there. Equation (7) gives an end charge of 0.00670 uC/cm2; the charge integrated from the dense end to mid-slab is 0.00669 uC/cm2.

The same method applied to a tail 20,000 nm long, with zero field at its far end, gives these fields relative to $kT/(e\lambda)$: 0.999 at 100 nm, 0.892 at 200 nm and 0.365 at 400 nm. The loss sets in around $L=\lambda$, which lies at $x=2\lambda\ln(\lambda/L_0)=210$ nm. Between 800 and 1600 nm the slope of $n^{-1/2}$ is 0.997 of that in (8); the shortfall comes from the finite length and vanishes as $W\to\infty$.

For contrast, a Gaussian with the same peak doping and $\sigma=40$ nm was solved over 60 nm on each side of its peak, with end slopes $\phi'=T(\ln N)'$. At the peak $n/N-1=-0.00525$, while (4) gives $-(2.891/40)^2=-0.00522$.

## (h) Which neglected effects matter in this base?

**Solution.** *Incomplete ionization.* For an isolated donor level at depth $E_d$, with twofold spin degeneracy, the ionized fraction is $f=1/(1+n/n_1)$, where $n_1=\tfrac12N_ce^{-E_d/T}$ and $N_c$ is the band's effective density of states. Local neutrality reads $N=n(1+n/n_1)$, so

$$\frac{d\ln N}{d\ln n}=\frac{1+2n/n_1}{1+n/n_1}=2-f,\qquad E\approx\frac{T}{\lambda}\,\frac{1}{2-f}.$$

Six valleys with rough masses 0.92 and 0.19 give $N_c=2.74\times10^{19}$ cm$^{-3}$. With $E_d=0.045$ eV, $f$ is 0.65 at the dense end and 0.96 at the light end. The dense-end field falls to 0.74 of its ideal value. This one-level figure is not a bound in either direction. Counting the valley-orbit-split states of phosphorus, roughly 0.034 eV (threefold) and 0.033 eV (twofold) deep, as isolated levels lowers $f$ to about 0.41 and the field factor to about 0.63. Screening, on the other hand, weakens the binding as the doping rises, which raises $f$ and can bring the factor close to one.

*Degeneracy.* Let $\zeta=e^{\mu/T}$, with $\mu$ the Fermi energy measured from the band edge. Expanding the Fermi function to second order in $\zeta$ gives $n/N_c=\zeta-\zeta^2/\sqrt8$, hence $\mu/T\approx\ln(n/N_c)+n/(\sqrt8N_c)$. The locally neutral field is multiplied by $d(\mu/T)/d\ln n\approx1+n/(\sqrt8N_c)$, which is 1.026 at the dense end for full ionization.

*Gap narrowing.* Let doping lower the conduction edge by $\delta_c$ and raise the valence edge by $\delta_v$. Electron equilibrium, $T\ln n-\phi-\delta_c=$ const, gives $E=T/\lambda+\delta_c'$. The force on a hole is $E+\delta_v'=T/\lambda+(\delta_c+\delta_v)'$, so only the total narrowing matters. The Slotboom–de Graaff form,

$$\delta_c+\delta_v=0.009\ \mathrm{eV}\left[g+\sqrt{g^2+0.5}\right],\qquad g=\ln\frac{N}{10^{17}\ \mathrm{cm^{-3}}},$$

with these rough coefficients gives 0.055 eV at the dense end and 0.006 eV at the light end. The mean opposing field is 0.0040 MV/cm, leaving, for full ionization, about 0.0024 MV/cm to drive holes toward the collector. Of the effects sized here, this is the largest for the minority carriers. Its size is uncertain: published fits differ, and those made for n-type silicon can give a markedly smaller narrowing.

*Smaller effects.* Holes change the neutrality condition to $n=N+n_i^2/n$. With an intrinsic density $n_i$ of roughly $10^{10}$ cm$^{-3}$, the relative change in $n$ is $(n_i/N)^2=10^{-14}$ at the light end. The quantum factor exceeds one by $4\times10^{-4}$ for $m=0.19$. The field is about 60 times below a rough breakdown field of 0.4 MV/cm.

**The real device.** The inputs are meant as the regime of a graded base in a BiCMOS process, not as data for one product. A real base ends at two junctions, so the end layers in (g) describe cut ends and not those junctions. The junctions also deplete part of the base. In the depletion approximation, a collector doped uniformly with $10^{17}$ cm$^{-3}$ acceptors and joined to the light end of this profile would clear about 44 nm of it at zero bias. The 120 nm must therefore be read as the width of the undepleted part. Even there the junction is felt: in the full Poisson equation with electrons and holes, the field stays more than 10 % above $kT/(e\lambda)$ for about 20 nm beyond the depletion edge. Within that part, the largest corrections sized above are incomplete ionization and gap narrowing: the first lowers the dense-end field by about a quarter in the one-level model, and by anything from almost nothing to about a third depending on the donor model, and the second, with the coefficients used here, removes some 60 % of the mean force on holes. Under strong injection $n=N+p$, with $p$ the hole density, and the field follows the gradient of $\ln n$ instead of that of $\ln N$. At 400 K, with $\lambda$ fixed, the ideal field rises to 0.0086 MV/cm. The number of donors in a cube of side $L$ is 0.05 at the dense end and 0.22 at the light end, so the smooth field can be read only as an average over an area containing many donors. At the dense end the Coulomb energy of two charges 5 nm apart, the radius of a sphere that holds one donor on average, is also close to $kT$, so the mean-field screening length is only a rough estimate there.

The infinite profile itself is an idealization. Continued toward dense doping, it reaches $N_c$ at $x=-105$ nm, and Boltzmann statistics fail before that. Toward light doping it reaches $n_i$ at $x=765$ nm, where the state (3) would hold as many holes as electrons and so is no longer neutral.

Numbers in the example were calculated in double precision.
